Space-Group Selection Rules for Intervalley Scattering in Silicon

**1. The physical situation**

An electron near the bottom of silicon's conduction band sits in one of six valleys, at ±k0 along the cubic axes, with k0 about 0.85 in units of 2π/a. A phonon can move it to another valley. In a g process it goes to the opposite valley on the same axis; in an f process it goes to a valley on another axis. The g process changes the wavevector by 2k0 ≈ 1.7, which is equivalent to a short wavevector of about 0.3 on the same axis. Six phonons exist there: two TA, LA, LO and two TO. Which of them can cause the transition?

We answer this at zero order: the initial and final states are taken at the valley centres. Spin is left out, phonons are harmonic, and the electron-phonon coupling is linear in the atomic displacements.

**2. Operations and phases**

An operation g = {R|w} sends r to Rr + w and acts on functions by (gψ)(r) = ψ(g⁻¹r). A translation T therefore multiplies a Bloch state by exp(−ik·T).

Put one atom of the cell at the origin and the other at τ = a(1,1,1)/4. A point operation R permutes the coordinates and changes some signs. If it changes an even number of signs, Rτ − τ is zero or a vector such as −a(1,1,0)/2, a lattice vector. Then w can be a lattice vector and each sublattice goes into itself. If the number is odd, Rτ − τ is not a lattice vector, and the operation needs w = τ plus a lattice vector. It exchanges the sublattices.

Eight operations leave the x axis fixed:

- identity and twofold rotation: no exchange;
- two fourfold rotations: exchange;
- two coordinate mirrors, y → −y or z → −z: exchange;
- two diagonal mirrors, y ↔ z or y ↔ −z: no exchange.

**3. The six valleys as one representation**

The valley states have small representation Δ1. If Rk_i = k_i, then

gψ_i = exp(−ik_i·w) ψ_i.

Other operations move ψ_i to another valley and give no diagonal element. The character of the six-dimensional representation is

χ(g) = Σ_i exp(−ik_i·w), summed over valleys with Rk_i = k_i.

To see that it is irreducible, average |χ|² over the group. The translation average removes cross terms between different valleys and leaves the number of valleys fixed by R. Each valley is fixed by 8 of the 48 point operations, so the average is 6 × 8/48 = 1.

**4. Reducing the product**

The matrix element is ∫ψ_f* δV ψ_i. It can be nonzero only if δV contains the symmetry of ψ_f ψ_i*. These 36 products form a representation with character |χ|². The multiplicity of an irreducible representation in it is

n = (1/|G|) Σ_g χ_irr(g)* |χ(g)|²,

where |G| is the number of group elements, translations included.

The translation sum keeps only terms whose wavevectors agree up to a reciprocal-lattice vector. Suppose a block has S equivalent wavevectors. Each contributes equally and is fixed by 48/S point operations, so

n = (S/48) Σ_R χ_small(R)* χ_block(R),

with R running over the operations that fix one wavevector. The common factor exp(−iq·w) has been removed from both characters.

The 36 products split into three blocks.

- Six have i = f and wavevector zero. The sums of opposite valleys transform like functions on three axes, Γ1 + Γ12. The differences transform like a vector, Γ15.
- Six join opposite valleys: the g block.
- Twenty-four join perpendicular valleys: the f block. It has twelve wavevectors (±k0,±k0,0) and permutations, each occurring twice.

**5. The umklapp sign**

Take k_i = (k0,0,0) and k_f = (−k0,0,0). For an operation fixing the x axis, the product ψ_f ψ_i* acquires

exp[−i(k_f − k_i)·w].

With ½ < k0 < 1, the reduced phonon wavevector is

q = k_f − k_i + G, G = (2π/a)(2,0,0),

of length 2 − 2k0 in units of 2π/a. Substituting k_f − k_i = q − G gives

exp[−i(k_f − k_i)·w] = exp(−iq·w) exp(iG·w).

For a lattice translation the last factor is 1. For w = τ,

G·τ = (2π/a)(2)(a/4) = π, so exp(iG·τ) = −1.

The characters left after removing exp(−iq·w) are therefore +1 for the identity, the twofold rotation and the diagonal mirrors, and −1 for the fourfold rotations and the coordinate mirrors. This is Δ2'. The g block contains it once and nothing else.

**6. Which phonon is Δ2'?**

Write the displacement of sublattice κ = A, B as

u_κ(x) = e_κ exp(iq·x),

with x the full atomic position. An operation that fixes q rotates both vectors e_κ, exchanges them if it exchanges the sublattices, and multiplies by exp(−iq·w). Without this phase, the six-dimensional phonon representation has trace 6 for the identity, −2 for the twofold rotation, 0 for every exchanging operation, and 2 for each diagonal mirror. Hence

n(Δ1) = (6 − 2 + 2 + 2)/8 = 1,

n(Δ2') = (6 − 2 + 2 + 2)/8 = 1,

n(Δ5) = [2×6 + (−2)(−2)]/8 = 2.

These use up all six dimensions. The two Δ5 pairs are TA and TO. A longitudinal vibration has both e_κ along x, and an exchanging operation swaps them. The even combination, e_A = e_B, is Δ1; the odd one, e_A = −e_B, is Δ2'. As q → 0 the first becomes a uniform translation, so it is LA. The second becomes opposite motion of the sublattices, so it is LO. Different symmetries cannot mix at any q on the axis, so these patterns hold for any force constants with the crystal's symmetry.

The rule can also be read directly from the matrix element M(e). Apply g to both states and to the perturbation. The integral is unchanged, and the phases combine to

M(e) = exp[i(k_f − k_i − q)·w] M(De) = exp(−iG·w) M(De),

where De is the transformed displacement pattern without its phase. There are three cases.

- LA, exchanging operation: De = e and the phase is −1. Then M = −M, so M = 0.
- TA or TO, twofold rotation: De = −e and the phase is +1. Again M = 0.
- LO: an exchanging operation gives De = −e and phase −1; the others give +1 for both. Every condition reads M = M.

So the zero-order g process needs the LO phonon. Symmetry permits this element but does not fix its size.

**7. Time reversal and the f process**

Without spin, ψ_−k can be chosen as ψ_k*. For a local potential,

∫ψ_f* δV ψ_i = ∫ψ_−f ψ_i δV.

The two valley functions now enter symmetrically, so only the symmetric part of their product matters:

χ_sym(g) = [χ(g)² + χ(g²)]/2.

Its dimension is 6 × 7/2 = 21. Three products join opposite valley functions and give Γ1 + Γ12. Six are squares of one function and give the g block, so Δ2' survives. Twelve join functions on perpendicular axes and give the f block.

For an f wavevector, two mirrors contain q: a coordinate mirror, which leaves both valley functions in place, and a diagonal mirror, which exchanges them. The symmetric product is even under both, so we call it f(++). The antisymmetric product is odd under the diagonal mirror, f(+−), and time reversal removes it.

For q along (−1,1,0), evenness under the diagonal mirror requires e_A = (b,−b,c). The coordinate mirror z → −z exchanges sublattices, and evenness under it requires e_B = (b,−b,−c). Two free amplitudes remain, so two phonons are allowed.

At zero wavevector the optical phonon is Γ25', which is absent from the product. Zero-order scattering within a valley by that phonon is forbidden too.

As a test, both characters were summed over every element of a finite crystal with 40³ cells and k0 = 0.85, which is 48 × 64 000 = 3 072 000 elements. The full product gave Γ1, Γ12, Γ15, Δ2', f(++) and f(+−), once each. The symmetric square gave the same list without Γ15 and f(+−).

**8. Two changes that alter the rule**

First remove the umklapp. If the two states lay at ±k with k < ½, then G = 0 and the minus sign would be absent. The g block would be Δ1: LA allowed, LO forbidden.

Next make the two atoms unequal. The exchanging operations are lost. The four that remain have phase +1 and do not distinguish LA from LO, so both are allowed.

Both cases were tested with a plane-wave calculation of the matrix elements. It uses a local pseudopotential of silicon, displaced rigidly with each atom, and phonons from a Keating lattice model. The pseudopotential is a continuous, piecewise-cubic interpolation through the three Cohen–Bergstresser form factors, an assumed value at zero wavevector, and zero at and beyond wavevector 4 in units of 2π/a. Symmetry labels are not used to set any element to zero.

- For states of the same band at k = 0.4, the coupling constant D (defined in part 9) is 3.08×10⁸ eV/cm for the Δ1 phonon and zero to rounding for Δ2'.
- Making the atomic potentials unequal by ±5 % gives the g-process LA phonon D = 1.10×10⁷ eV/cm. The valley position and the phonon model were held fixed.

**9. From matrix element to rate**

Let g_κ be the electronic matrix element per unit displacement of sublattice κ, and normalise Σ_κ|e_κ|² = 1. In a crystal of N cells, a mode of frequency ω has displacement amplitude √[ħ/(2NMω)] e_κ, where M is the atomic mass. The crystal mass is ρV = 2NM, so

√[ħ/(2NMω)] = √2 √[ħ/(2ρVω)].

Defining

D = √2 |Σ_κ g_κ·e_κ|

makes the squared matrix element for emission

|M|² = ħD²(n + 1)/(2ρVω),

with n the phonon occupation. Fermi's golden rule multiplies this by 2π/ħ and by the number of final states per energy, V g(E − ħω):

Γ_em = πD²(n + 1) g(E − ħω)/(ρω).

Absorption has n in place of n + 1 and E + ħω in place of E − ħω. Spin is conserved and a g process has one final valley, so g is the density of states for one spin and one valley. For a parabolic ellipsoidal valley,

g(E) = m_d^(3/2) √E/(√2 π²ħ³), m_d = (m_l m_t²)^(1/3).

**10. Worked example: a warm electron at 300 K**

Take an electron 80 meV above the valley bottom, as may occur in a device channel under bias. The pseudopotential model puts the valley at k0 = 0.8535, so the reduced wavevector is 2 − 2(0.8535) = 0.293. The masses are m_l = 0.873 and m_t = 0.184 electron masses, giving m_d = 0.310.

The Keating constants are round model parameters, 45 and 12 N/m. At the g wavevector they give 12.0 meV for TA, 17.6 for LA, 64.0 for TO and 64.1 for LO. TO and LO nearly coincide, so energy alone would not tell them apart; their symmetry does. The LO coupling is D = 4.68×10⁸ eV/cm. The other five couplings are zero to rounding: the program checks that each is below 10⁻⁸ of the LO value.

For the LO rate in SI units:

D = 4.68×10¹⁰ eV/m = 7.50×10⁻⁹ J/m

ω = 64.1 meV/ħ = 9.74×10¹³ s⁻¹

ρ = 2329 kg/m³

πD²/(ρω) = 7.79×10⁻³⁴ J m³/s

After emission the electron has 80 − 64.1 = 15.9 meV, where g = 4.63×10⁴⁴ J⁻¹m⁻³. With n = 0.0916,

Γ_em = 7.79×10⁻³⁴ × 1.0916 × 4.63×10⁴⁴ ≈ 3.9×10¹¹ s⁻¹.

Absorption leads to 144.1 meV, where the parabolic formula makes g larger by √(144.1/15.9) = 3.01:

Γ_abs = 7.79×10⁻³⁴ × 0.0916 × 1.39×10⁴⁵ ≈ 1.0×10¹¹ s⁻¹.

The total is 4.9×10¹¹ s⁻¹, a mean time of about 2.0 ps. The absorption part is only a parabolic estimate. In this model the band reaches the point X about 129 meV above the valley bottom, so at 144 meV neighbouring ellipsoids have merged there, and the density of states is about 1.4 times the parabolic value. Counting the final states of the parabolic valley on a wavevector grid gives the same emission rate to within 0.1 %. This tests the prefactors, not the parabolic shape; at 15.9 meV the density of states of the model band is about 2 % above the parabolic value.

The two allowed f phonons have energies 48.2 and 59.3 meV and couplings 2.02×10⁸ and 3.35×10⁸ eV/cm.

**11. Away from the valley centres**

An electron at 80 meV is not at a valley centre. Let δ_i and δ_f be the shifts of the initial and final wavevectors from their centres.

If both shifts lie along the axis, the states remain Δ1 and the argument of part 5 is unchanged. LA, TA and TO stay forbidden.

For transverse shifts, time reversal turns k_i → k_f into −k_f → −k_i with the same q, so

M(δ_i,δ_f) = M(−δ_f,−δ_i).

A linear term α·δ_i + β·δ_f must then equal −α·δ_f − β·δ_i, hence β = −α. The components (δ_y,δ_z) transform as Δ5, and Δ5 × Δ2' = Δ5, so a linear TA amplitude is allowed. It is proportional to δ_i − δ_f, the transverse momentum transfer up to sign. If δ_i = δ_f, q stays on the axis. The twofold rotation combined with time reversal then maps the process to itself but reverses a transverse displacement, so the TA amplitude vanishes.

For LA the shifts must supply the Δ2' symmetry themselves. No linear term does. The lowest one is of the type δ_yδ_z, which is odd under the coordinate mirrors and even under the diagonal ones.

In the numerical model, doubling small opposite shifts along y multiplies the combined TA amplitude by 2.000. Doubling opposite shifts along the yz diagonal multiplies the LA amplitude by 3.964, close to the 4 of a quadratic law.

In this model the effect on the rate is not small. Averaged over directions, with initial and final states both on the 80 meV ellipsoid, acoustic g scattering amounts to (3.5 ± 0.3)×10¹¹ s⁻¹. That is 0.71 of the LO rate; the uncertainty is the sampling error alone. Parabolic densities of states are used here too. Those of the model band are higher, by about 10 % at 68 meV and 15 % at 92 meV, the final energies for a 12 meV phonon.

A weak matrix element can do this because the remaining factors favour soft phonons. Apart from common constants, the rate is D² times

[n√(E + ħω) + (n + 1)√(E − ħω)]/ħω.

For a 12.0 meV phonon n = 1.69, and with energies in meV the bracket over ħω is (1.69√92 + 2.69√68)/12.0 = 3.2. For LO it is (0.0916√144.1 + 1.0916√15.9)/64.1 = 0.085. The ratio is about 38. If all the acoustic scattering took place at 12.0 meV, a mean D² of only 0.71/38 ≈ 2 % of the LO value would suffice. The selection rule therefore holds at the valley centres, but it does not justify leaving acoustic g phonons out of a rate at 80 meV.

**12. Other corrections and real silicon**

The other effects sized here are smaller.

- Off-centre states change the summed optical D² for emission to 0.966 of its central value.
- At the two ends of the 80 meV ellipsoid on the long axis, the model band lies at 81.7 and 78.3 meV, a departure of about 2 % from the parabolic energy. Along the transverse yz diagonal it lies at about 71 meV, a departure of about 11 %.
- At 10¹⁷ electrons per cm³ in equilibrium, the final state after emission is 0.2 % occupied, so Pauli blocking is slight.
- The LO g rate alone broadens the level by ħΓ = 0.32 meV, about 2 % of the final energy of 15.9 meV.
- The electron states are expanded in about 100 plane waves. With 242, the LO coupling D rises by about 2 %, and the LO rate by about 4 %. The f couplings fall to 1.99×10⁸ and 3.34×10⁸ eV/cm, and the ratio of acoustic to LO g scattering falls by about 3 %.
- Halving the assumed pseudopotential at zero wavevector changes D from 4.68×10⁸ to 4.71×10⁸ eV/cm. This varies one point of the interpolation and is not an error bar for the model. The acoustic rate of part 11 is more sensitive: the same change raises its ratio to the LO rate from about 0.7 to about 0.95. A cubic spline with zero end slopes through the original points lowers the ratio to about 0.6 while changing D by less than 1 %.

Beside real silicon, the valley position and both masses are close to accepted values, and the LO energy is near the roughly 60 meV used in transport models. Some transport models use a fitted coupling constant of order 10⁹ eV/cm for the LO g phonon, about twice the value found here. Since the rate varies as D², such a constant would raise the LO rate by a factor of four to five with everything else fixed. The ratio of acoustic to LO scattering would then fall from 0.71 to about 0.15, so the large acoustic share found here should not be carried over to real silicon. The absolute rate is thus a model estimate, while the zeros at the valley centres follow from symmetry. Of the assumptions sized here, the one that a warm carrier breaks most strongly is that of states at the centres: in this model, adding acoustic g scattering raises the g rate by about 70 %. Spin-orbit coupling, two-phonon processes and confinement in a narrow channel are not sized. The full numerical output follows these notes.

Calculated quantities

```
Group elements summed: 3072000  valley character norm: 1.000000
Full product, dimension 36: Gamma1, Gamma12, Gamma15, Delta2', f(++), f(+-)
Symmetric square, dimension 21: Gamma1, Gamma12, Delta2', f(++)
Umklapp phase exp(-i G.tau): -1
Lattice constant: 0.5431 nm
Form factors at G^2 = 3, 8, 11: -0.21 0.04 0.08 Ry
Form factor at zero wavevector: -0.611 Ry
Valley position k0: 0.8535 (2pi/a)
Reduced g wavevector: 0.2929 (2pi/a)
Longitudinal, transverse mass: 0.873 0.184 m_e
Density-of-states mass, one valley: 0.310 m_e
Keating alpha, beta: 45 12 N/m
Zone-centre optical phonon: 65.1 meV
g TA (Delta5): energy 12.0 meV, D = 3.45e-07 eV/cm
g LA (Delta1): energy 17.6 meV, D = 5.64e-06 eV/cm
g LO (Delta2'): energy 64.1 meV, D = 4.68e+08 eV/cm
g TO (Delta5): energy 64.0 meV, D = 1.97e-05 eV/cm
f allowed mode 3 of 6: energy 48.2 meV, D = 2.02e+08 eV/cm
f allowed mode 6 of 6: energy 59.3 meV, D = 3.35e+08 eV/cm
f largest forbidden D: 2.7e-06 eV/cm
No umklapp, k = 0.4: D(Delta1) = 3.08e+08 eV/cm, D(Delta2') = 3.7e-07 eV/cm
Atoms made unequal by +-5 %: g LA D = 1.10e+07 eV/cm
TA amplitude ratio on doubling opposite shifts: 2.000
LA amplitude ratio on doubling diagonal shifts: 3.964
TA D for equal transverse shifts: 8.4e-07 eV/cm
Temperature: 300 K, electron energy: 80 meV
Mass density: 2329 kg/m3
LO occupation number: 0.0916
LO g absorption rate: 9.906e+10 1/s
LO g emission rate: 3.927e+11 1/s
LO g emission rate by state counting: 3.926e+11 1/s
LO g total rate: 4.918e+11 1/s
Neglected acoustic g rate: 3.50e+11 +- 2.7e+10 1/s
Acoustic g rate / LO g rate: 0.711
Optical D^2 off centre / at centre: 0.966 +- 0.003
Band energy at +k_l, -k_l (parabolic 80): 81.7 78.3 meV
Final-state occupation at 1e+17 cm^-3: 0.0021
Collision broadening hbar*rate: 0.324 meV
LO g D with zero-wavevector potential halved: 4.71e+08 eV/cm
```
